# Debugging a numerical check: Vacancy Formation Entropy of a Spring Lattice from Log-Determinants

```python
"""Classical harmonic vacancy formation entropy of an fcc spring lattice.

Result under test, for a periodic cell of N sites:
  S_f/k_B = -1/2 [ln det' K_v - (3N-6)/(3N-3) ln det' K_0]
K_0, K_v : force-constant matrices of the perfect and the vacancy cell
det'     : product of the nonzero eigenvalues (three translations omitted)
Infinite crystal: S_f/k_B = -1/2 [3 <ln(lambda/4k)> + ln det' M], where
lambda are bulk eigenvalues of K and M is a 12 x 12 matrix of the cut springs.
Matrices are in units of the spring constant k; lengths in half cube edges.
"""
import itertools
import numpy as np
from scipy import constants as const

NEIGHBOURS = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                       if np.dot(v, v) == 2])
UNIT = NEIGHBOURS / np.sqrt(2.0)
PROJ = np.einsum('ja,jb->jab', UNIT, UNIT)


def fcc_sites(L):
    return [s for s in itertools.product(range(2 * L), repeat=3)
            if sum(s) % 2 == 0]


def force_constants(sites, L):
    index = {s: i for i, s in enumerate(sites)}
    K = np.zeros((3 * len(sites), 3 * len(sites)))
    for s, i in index.items():
        for v, P in zip(NEIGHBOURS, PROJ):
            t = tuple(int(x) for x in (np.array(s) + v) % (2 * L))
            if t in index:
                j = index[t]
                K[3*i:3*i+3, 3*i:3*i+3] += P
                K[3*i:3*i+3, 3*j:3*j+3] -= P
    return K


def logdet_pinned(K):
    """ln det' K from the matrix with one atom's rows and columns deleted."""
    sign, value = np.linalg.slogdet(K[3:, 3:])
    assert sign > 0
    return 3 * np.log(K.shape[0] // 3) + value


def vibrations(K):
    """Nonzero eigenvalues, after checking that exactly three vanish."""
    lam = np.linalg.eigvalsh(K)
    assert np.max(np.abs(lam[:3])) < 1e-10 and lam[3] > 1e-2
    return lam[3:]


def bulk_integrals(n):
    """Zone averages of ln det K(q) and of the cut-spring matrix M."""
    f = (np.arange(n) + 0.5) / n
    frac = np.stack(np.meshgrid(f, f, f, indexing='ij'), -1).reshape(-1, 3)
    primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
    phase = 2 * np.pi * frac @ (NEIGHBOURS @ np.linalg.inv(primitive)).T
    Kq = ((1 - np.cos(phase)) @ PROJ.reshape(12, 9)).reshape(-1, 3, 3)
    log_average = np.mean(np.linalg.slogdet(Kq)[1])
    b = (np.exp(-1j * phase) - 1)[:, None, :] * UNIT.T[None, :, :]
    x = np.linalg.solve(Kq.astype(complex), b)
    overlap = b.reshape(-1, 12).conj().T @ x.reshape(-1, 12) / len(frac)
    assert np.max(np.abs(overlap.imag)) < 1e-10
    return log_average, np.eye(12) - overlap.real


def infinite_lattice(n):
    """Remove the leading 1/n^3 mesh error using meshes n and 2n."""
    l1, M1 = bulk_integrals(n)
    l2, M2 = bulk_integrals(2 * n)
    log3 = (8 * l2 - l1) / 7
    mu = np.linalg.eigvalsh((8 * M2 - M1) / 7)
    assert np.max(np.abs(mu[:3])) < 1e-10 and mu[3] > 1e-2
    bulk_part = -0.5 * (log3 - 3 * np.log(4.0))
    local_part = -0.5 * np.sum(np.log(mu[3:]))
    return log3, mu[3:], bulk_part, local_part


# Supercells: log-determinants and balanced entropy
cells = {}
for L in (2, 3, 4, 5):
    sites = fcc_sites(L)
    N = len(sites)
    K0 = force_constants(sites, L)
    Kv = force_constants(sites[1:], L)
    L0, Lv = logdet_pinned(K0), logdet_pinned(Kv)
    S = -0.5 * (Lv - (3*N - 6) / (3*N - 3) * L0)
    cells[N] = dict(L=L, sites=sites, K0=K0, Kv=Kv, L0=L0, Lv=Lv, S=S)

# The matrix against second differences of the actual spring energy
c = cells[32]
pos = np.array(c['sites'][1:], float)
box = 2.0 * c['L']
first, second = np.triu_indices(len(pos), 1)
sep = pos[second] - pos[first]
shift = -box * np.round(sep / box)
bonded = np.abs(np.linalg.norm(sep + shift, axis=1) - np.sqrt(2)) < 1e-8
first, second, shift = first[bonded], second[bonded], shift[bonded]


def spring_energy(r):
    d = np.linalg.norm(r[second] - r[first] + shift, axis=1)
    return 0.5 * np.sum((d - np.sqrt(2)) ** 2)


rng = np.random.default_rng(4)
h = 1e-3
for _ in range(20):
    u = rng.normal(size=pos.size)
    u /= np.linalg.norm(u)
    up = spring_energy(pos + h * u.reshape(-1, 3))
    down = spring_energy(pos - h * u.reshape(-1, 3))
    curvature = (up + down - 2 * spring_energy(pos)) / h**2
    assert abs(curvature - u @ c['Kv'] @ u) < 1e-5
    assert abs(up - down) / (2 * h) < 1e-5     # no force, hence no relaxation

# Pinned determinants and the local formula against direct eigenvalues
for N in (32, 108):
    c = cells[N]
    c['lam0'], c['lamv'] = vibrations(c['K0']), vibrations(c['Kv'])
    assert len(c['lam0']) == 3*N - 3 and len(c['lamv']) == 3*N - 6
    assert abs(np.sum(np.log(c['lam0'])) - c['L0']) < 1e-7
    assert abs(np.sum(np.log(c['lamv'])) - c['Lv']) < 1e-7
    index = {s: i for i, s in enumerate(c['sites'])}
    bonds = np.zeros((3 * N, 12))
    for j, v in enumerate(NEIGHBOURS):
        i = index[tuple(int(x) for x in v % (2 * c['L']))]
        bonds[3*i:3*i+3, j] = UNIT[j]
        bonds[0:3, j] = -UNIT[j]
    G = np.linalg.pinv(c['K0'], rcond=1e-10, hermitian=True)
    mu = np.linalg.eigvalsh(np.eye(12) - bonds.T @ G @ bonds)
    assert np.max(np.abs(mu[:3])) < 1e-10
    local = (c['L0'] + 3 * np.log((N - 1) / N) - 3 * np.log(4)
             + np.sum(np.log(mu[3:])))
    assert abs(local - np.sum(np.log(c['lamv']))) < 1e-7

# Infinite crystal and finite-size laws
coarse = infinite_lattice(12)
log3, mu_inf, bulk_part, local_part = infinite_lattice(24)
S_inf = bulk_part + local_part
mesh_change = abs(S_inf - coarse[2] - coarse[3])
assert mesh_change < 1e-4
for N, c in cells.items():
    c['S_ref'] = -0.5 * (c['Lv'] - c['L0'] + log3)
a, b = cells[256], cells[500]
S_extrap = (500 * b['S_ref'] - 256 * a['S_ref']) / (500 - 256)
assert abs(S_extrap - S_inf) < 2e-3        # remaining error beyond 1/N
power = (np.log(abs((a['S_ref'] - S_inf) / (b['S_ref'] - S_inf)))
         / np.log(500 / 256))
assert abs(power - 1) < 0.1                # higher orders in 1/L remain
log_step = 499 * (b['S'] - b['S_ref']) - 255 * (a['S'] - a['S_ref'])
assert abs(log_step + np.log(500 / 256)) < 0.05   # same reason

# Physical parameters, wrong mode counts and the quantum correction
k_spring, mass_u = 20.0, 100.0
omega0 = np.sqrt(k_spring / (mass_u * const.atomic_mass))
temperatures = (300.0, 600.0)


def classical(lam, T):
    x = const.hbar * omega0 * np.sqrt(lam) / (const.k * T)
    return np.sum(1 - np.log(x))


def quantum(lam, T):
    x = const.hbar * omega0 * np.sqrt(lam) / (const.k * T)
    return np.sum(x / np.expm1(x) - np.log(-np.expm1(-x)))


wrong = {}
for N in (32, 108):
    c = cells[N]
    for T in temperatures:
        S0, Sv = classical(c['lam0'], T), classical(c['lamv'], T)
        sbar = (1 + np.log(const.k * T / (const.hbar * omega0))
                - 0.5 * c['L0'] / (3*N - 3))
        atom_ratio, no_return = Sv - (N - 1) / N * S0, Sv - S0
        assert abs(Sv - (3*N - 6) / (3*N - 3) * S0 - c['S']) < 1e-7
        assert abs(atom_ratio - (c['S'] - 3 * sbar / N)) < 1e-7
        assert abs(no_return - (c['S'] - 3 * sbar)) < 1e-7
        wrong[N, T] = (sbar, atom_ratio, no_return)

c, N = cells[108], 108
lam_max = c['lam0'][-1]
assert abs(lam_max - 8) < 1e-9
theta_K = const.hbar * omega0 * np.sqrt(lam_max) / const.k
weight = (3*N - 6) / (3*N - 3)


def quantum_shift(T):
    return quantum(c['lamv'], T) - weight * quantum(c['lam0'], T) - c['S']


T_test = 2000.0
predicted = -(theta_K / T_test)**2 / 16 * (N - 2) / (N - 1)
assert abs(quantum_shift(T_test) / predicted - 1) < 0.01

# Einstein estimate: keep only the 3 x 3 on-site blocks
Kv = c['Kv']
blocks = np.array([Kv[3*i:3*i+3, 3*i:3*i+3] for i in range(N - 1)])
S_einstein = -0.5 * (np.sum(np.linalg.slogdet(blocks)[1])
                     - (N - 1) * np.linalg.slogdet(c['K0'][:3, :3])[1])

print(f"spring constant k = {k_spring:.1f} N/m")
print(f"atomic mass m = {mass_u:.1f} u")
print(f"sqrt(k/m) = {omega0:.4e} rad/s")
print(f"hbar*omega_max/k_B = {theta_K:.1f} K")
print("log-determinants (K in units of k, dimensionless):")
for N, c in cells.items():
    print(f"N={N}: modes {3*N-3} and {3*N-6}; "
          f"ln det' K_0={c['L0']:.5f}, ln det' K_v={c['Lv']:.5f}")
print("S_f in k_B: balanced count; converged bulk reference:")
for N, c in cells.items():
    print(f"N={N}: {c['S']:.5f}; {c['S_ref']:.5f}")
print("wrong counts, all entropies in k_B:")
for (N, T), (sbar, ratio, none) in wrong.items():
    print(f"N={N}, T={T:.0f} K: mean per mode {sbar:.4f}, "
          f"ratio (N-1)/N {ratio:.4f}, S_v-S_0 {none:.4f}")
print(f"bulk average 3<ln(lambda/k)> = {log3:.5f} (dimensionless)")
print("nonzero eigenvalues of M, infinite crystal (dimensionless):")
print("  " + " ".join(f"{x:.4f}" for x in mu_inf))
print(f"bulk part -3/2 <ln(lambda/4k)> = {bulk_part:.5f} k_B")
print(f"local part -1/2 ln det' M = {local_part:.5f} k_B")
print(f"infinite-crystal S_f = {S_inf:.5f} k_B")
print(f"change on halving mesh spacing = {mesh_change:.1e} k_B")
print(f"supercell extrapolation (N=256,500) = {S_extrap:.5f} k_B")
print(f"finite-size power of 1/N, bulk reference = {power:.3f}")
print(f"log-law step, N=256 to 500 = {log_step:.4f} k_B")
print(f"predicted step -ln(500/256) = {-np.log(500/256):.4f} k_B")
print(f"Einstein on-site estimate = {S_einstein:.4f} k_B")
for T in temperatures:
    print(f"quantum shift of S_f, N=108, {T:.0f} K = "
          f"{quantum_shift(T):.5f} k_B")
print(f"infinite-crystal S_f = {S_inf * const.R:.3f} J/(mol K)")
print(f"-T S_f at 600 K = {-600 * S_inf * const.k / const.e:.4f} eV")
print("PASS")
```

The run ends like this:

```
spring constant k = 20.0 N/m
atomic mass m = 100.0 u
sqrt(k/m) = 1.0975e+13 rad/s
hbar*omega_max/k_B = 237.1 K
log-determinants (K in units of k, dimensionless):
N=32: modes 93 and 90; ln det' K_0=121.32786, ln det' K_v=113.68302
N=108: modes 321 and 318; ln det' K_0=402.42000, ln det' K_v=394.65410
N=256: modes 765 and 762; ln det' K_0=946.60914, ln det' K_v=938.81159
N=500: modes 1497 and 1494; ln det' K_0=1842.24057, ln det' K_v=1834.43162
S_f in k_B: balanced count; converged bulk reference:
N=32: 1.86552; 1.98986
N=108: 2.00249; 2.05040
N=256: 2.04268; 2.06622
N=500: 2.05854; 2.07192
wrong counts, all entropies in k_B:
N=32, T=300 K: mean per mode 1.6227, ratio (N-1)/N 1.7134, S_v-S_0 -3.0027
N=32, T=600 K: mean per mode 2.3159, ratio (N-1)/N 1.6484, S_v-S_0 -5.0821
N=108, T=300 K: mean per mode 1.6482, ratio (N-1)/N 1.9567, S_v-S_0 -2.9421
N=108, T=600 K: mean per mode 2.3414, ratio (N-1)/N 1.9374, S_v-S_0 -5.0216
bulk average 3<ln(lambda/k)> = 3.66511 (dimensionless)
nonzero eigenvalues of M, infinite crystal (dimensionless):
  0.6249 0.6249 0.6626 0.6626 0.6626 0.6679 0.6679 0.6679 0.7589
bulk part -3/2 <ln(lambda/4k)> = 0.24689 k_B
local part -1/2 ln det' M = 1.83106 k_B
infinite-crystal S_f = 2.07795 k_B
change on halving mesh spacing = 9.8e-08 k_B
supercell extrapolation (N=256,500) = 2.07791 k_B
finite-size power of 1/N, bulk reference = 0.995
log-law step, N=256 to 500 = -0.6726 k_B
predicted step -ln(500/256) = -0.6694 k_B
Einstein on-site estimate = 1.7261 k_B
Traceback (most recent call last):
  File "check.py", line 234, in <module>
    f"{quantum_shift(T):.5f} k_B")
       ^^^^^^^^^^^^^^^^
  File "check.py", line 192, in quantum_shift
    return quantum(c['lamv'], T) - weight * quantum(c['lam0'], T) - c['S']
                   ~^^^^^^^^
KeyError: 'lamv'
```

Diagnosis: The fault was in the program, not in the physics: the function for the quantum shift read the global variable `c`, which the printing loop had meanwhile reassigned to the N=500 cell, for which no vibrational eigenvalues are stored. The function now takes the number of sites as an argument and looks up its own cell and mode-count weight. No formula, tested quantity or tolerance changes, and no case gets worse.

Diff:

```diff
@@ -169,4 +169,12 @@
 
 
+def quantum_shift(n_sites, T):
+    """Quantum minus classical formation entropy of one supercell, in k_B."""
+    cell = cells[n_sites]
+    weight = (3 * n_sites - 6) / (3 * n_sites - 3)
+    return (quantum(cell['lamv'], T) - weight * quantum(cell['lam0'], T)
+            - cell['S'])
+
+
 wrong = {}
 for N in (32, 108):
@@ -182,24 +190,17 @@
         wrong[N, T] = (sbar, atom_ratio, no_return)
 
-c, N = cells[108], 108
-lam_max = c['lam0'][-1]
+lam_max = cells[108]['lam0'][-1]
 assert abs(lam_max - 8) < 1e-9
 theta_K = const.hbar * omega0 * np.sqrt(lam_max) / const.k
-weight = (3*N - 6) / (3*N - 3)
-
-
-def quantum_shift(T):
-    return quantum(c['lamv'], T) - weight * quantum(c['lam0'], T) - c['S']
-
-
 T_test = 2000.0
-predicted = -(theta_K / T_test)**2 / 16 * (N - 2) / (N - 1)
-assert abs(quantum_shift(T_test) / predicted - 1) < 0.01
+for N in (32, 108):
+    predicted = -(theta_K / T_test)**2 / 16 * (N - 2) / (N - 1)
+    assert abs(quantum_shift(N, T_test) / predicted - 1) < 0.01
 
 # Einstein estimate: keep only the 3 x 3 on-site blocks
-Kv = c['Kv']
-blocks = np.array([Kv[3*i:3*i+3, 3*i:3*i+3] for i in range(N - 1)])
+Kv = cells[108]['Kv']
+blocks = np.array([Kv[3*i:3*i+3, 3*i:3*i+3] for i in range(107)])
 S_einstein = -0.5 * (np.sum(np.linalg.slogdet(blocks)[1])
-                     - (N - 1) * np.linalg.slogdet(c['K0'][:3, :3])[1])
+                     - 107 * np.linalg.slogdet(cells[108]['K0'][:3, :3])[1])
 
 print(f"spring constant k = {k_spring:.1f} N/m")
@@ -232,5 +233,5 @@
 for T in temperatures:
     print(f"quantum shift of S_f, N=108, {T:.0f} K = "
-          f"{quantum_shift(T):.5f} k_B")
+          f"{quantum_shift(108, T):.5f} k_B")
 print(f"infinite-crystal S_f = {S_inf * const.R:.3f} J/(mol K)")
 print(f"-T S_f at 600 K = {-600 * S_inf * const.k / const.e:.4f} eV")
```

The mended program passes:

```
spring constant k = 20.0 N/m
atomic mass m = 100.0 u
sqrt(k/m) = 1.0975e+13 rad/s
hbar*omega_max/k_B = 237.1 K
log-determinants (K in units of k, dimensionless):
N=32: modes 93 and 90; ln det' K_0=121.32786, ln det' K_v=113.68302
N=108: modes 321 and 318; ln det' K_0=402.42000, ln det' K_v=394.65410
N=256: modes 765 and 762; ln det' K_0=946.60914, ln det' K_v=938.81159
N=500: modes 1497 and 1494; ln det' K_0=1842.24057, ln det' K_v=1834.43162
S_f in k_B: balanced count; converged bulk reference:
N=32: 1.86552; 1.98986
N=108: 2.00249; 2.05040
N=256: 2.04268; 2.06622
N=500: 2.05854; 2.07192
wrong counts, all entropies in k_B:
N=32, T=300 K: mean per mode 1.6227, ratio (N-1)/N 1.7134, S_v-S_0 -3.0027
N=32, T=600 K: mean per mode 2.3159, ratio (N-1)/N 1.6484, S_v-S_0 -5.0821
N=108, T=300 K: mean per mode 1.6482, ratio (N-1)/N 1.9567, S_v-S_0 -2.9421
N=108, T=600 K: mean per mode 2.3414, ratio (N-1)/N 1.9374, S_v-S_0 -5.0216
bulk average 3<ln(lambda/k)> = 3.66511 (dimensionless)
nonzero eigenvalues of M, infinite crystal (dimensionless):
  0.6249 0.6249 0.6626 0.6626 0.6626 0.6679 0.6679 0.6679 0.7589
bulk part -3/2 <ln(lambda/4k)> = 0.24689 k_B
local part -1/2 ln det' M = 1.83106 k_B
infinite-crystal S_f = 2.07795 k_B
change on halving mesh spacing = 9.8e-08 k_B
supercell extrapolation (N=256,500) = 2.07791 k_B
finite-size power of 1/N, bulk reference = 0.995
log-law step, N=256 to 500 = -0.6726 k_B
predicted step -ln(500/256) = -0.6694 k_B
Einstein on-site estimate = 1.7261 k_B
quantum shift of S_f, N=108, 300 K = -0.03808 k_B
quantum shift of S_f, N=108, 600 K = -0.00963 k_B
infinite-crystal S_f = 17.277 J/(mol K)
-T S_f at 600 K = -0.1074 eV
PASS
```
